Activation energy of silicon blistering from two anneals

**Problem**

Two pieces of one hydrogen-implanted silicon wafer are annealed. During the anneal the implanted hydrogen collects in flat cavities below the surface, and the gas pressure in them finally lifts the surface into blisters. In a model dataset the first blisters appear after 100 s at 450 °C and after 10 s at 500 °C. Find the apparent Arrhenius activation energy of blistering, and judge how far it can be trusted.

**A tempting solution**

Let the onset time follow the Arrhenius law

t = t₀ exp(E/(k_B T)),

with k_B = 8.617 × 10⁻⁵ eV/K. Dividing the two onset times removes t₀, and a logarithm gives

E = k_B ln(t₁/t₂) / (1/T₁ − 1/T₂).

The two temperatures differ by 50 degrees on either scale, so it seems harmless to insert them as given:

1/450 − 1/500 = 2.222 × 10⁻⁴

E = (8.617 × 10⁻⁵ × 2.3026) / (2.222 × 10⁻⁴) = 0.893 eV.

**Where it fails**

The formula is right, but the temperatures put into it are not. It contains a difference of reciprocals, not a difference of temperatures:

1/T₁ − 1/T₂ = (T₂ − T₁)/(T₁T₂).

The numerator is the same in Celsius and in kelvin. The denominator is not, because it depends on where the scale has its zero. The Boltzmann factor compares E with the thermal energy k_B T, which is proportional to absolute temperature. The Celsius numbers make T₁T₂ too small, the reciprocal difference too large and E too small.

The data expose the error. With absolute temperatures, a barrier of 0.893 eV would shorten the onset time between 450 °C and 500 °C by a factor of about 2.5, not by the factor of 10 that was given.

**Correct solution**

First, why should an onset time obey an Arrhenius law at all? Let x measure the progress towards a blister, starting from x = 0, and let the blister appear at a threshold x_c. Suppose that one thermally activated rate controls the growth:

dx/dt = R(T) f(x), R(T) = R₀ exp(−E/(k_B T)).

The positive function f describes how growth speeds up or slows down as it proceeds. At constant temperature R is constant, so the variables separate:

R t = ∫₀^{x_c} dx/f(x) = I.

Hence

t = I/R = (I/R₀) exp(E/(k_B T)),

and t₀ = I/R₀. If f and x_c are the same at both temperatures, so is I, and it cancels from the ratio t₁/t₂. The shape of the growth law then does not affect E. This was tested by integrating three laws, f = 1, f = 1/(x + 0.1) and f = (0.01 + x)(1 − x), up to x_c = 0.5 with a barrier of 2.000 eV. The two-point formula returned 2.000 eV for each.

The ratio of the onset times is

t₁/t₂ = exp[(E/k_B)(1/T₁ − 1/T₂)].

Taking the logarithm and writing D = 1/T₁ − 1/T₂,

E = k_B ln(t₁/t₂)/D.

The absolute temperatures are T₁ = 723.15 K and T₂ = 773.15 K, so

D = 1.382839 × 10⁻³ − 1.293410 × 10⁻³ = 8.943 × 10⁻⁵ K⁻¹

E = (8.617 × 10⁻⁵ × 2.3026) / (8.943 × 10⁻⁵) = 2.22 eV,

or 3.6 × 10⁻¹⁹ J. The sign is as it should be: the colder sample takes longer, so numerator and denominator are both positive.

**How accurate is the result?**

Assume independent errors of 10 percent in each time and 3 K in each temperature. Small time errors change E by

δE = (k_B/D)(δt₁/t₁ − δt₂/t₂).

Independent errors add in squares, so with a relative error s in each time

δE_time = (k_B/D) √2 s = 0.136 eV.

For the temperatures, ∂D/∂T₁ = −1/T₁² and ∂D/∂T₂ = +1/T₂². Since E is proportional to 1/D,

∂E/∂T₁ = E/(D T₁²), ∂E/∂T₂ = −E/(D T₂²),

and an independent error δT in each temperature gives

δE_temp = (E/D) δT √(1/T₁⁴ + 1/T₂⁴) = 0.189 eV.

Together they give √(0.136² + 0.189²) = 0.233 eV. Random sampling, with normal errors in T and in ln t, gives 0.238 eV; the linear formula omits higher-order terms. The result is therefore E = 2.2 ± 0.2 eV for these assumed errors.

The temperature part is the larger one for a simple reason. From the Arrhenius law,

d(ln t)/dT = −E/(k_B T²).

At T₁ the ratio E/(k_B T₁) is 35.6, so the onset time changes by 35.6/723, or about 5 percent, per kelvin. An error of 3 K thus acts like a time error of about 15 percent.

An offset d shared by both thermometers does less harm, because the two derivatives have opposite signs:

δE/E = (d/D)(1/T₁² − 1/T₂²) = d(1/T₁ + 1/T₂).

The last step uses 1/T₁² − 1/T₂² = D(1/T₁ + 1/T₂). If both samples were really 10 K hotter than stated, E would rise by 0.06 eV.

**What two points can and cannot predict**

The prefactor follows from either data point:

t₀ = t₁ exp(−E/(k_B T₁)) = 3.4 × 10⁻¹⁴ s.

It should not be read as an atomic vibration time. It contains the growth integral I, and it is poorly determined: the assumed errors spread its central 68 percent range from 7 × 10⁻¹⁶ to 1 × 10⁻¹² s. The prefactor is the onset time extrapolated to 1/T = 0, very far from the data.

A prediction at 400 °C, or T₃ = 673.15 K, is a much shorter extrapolation:

t₃ = t₁ exp[(E/k_B)(1/T₃ − 1/T₁)] ≈ 1400 s,

with a central 68 percent range from about 950 to 2200 s if the third temperature is exact. If a third anneal carries the same errors of 3 K and 10 percent, its measured time is expected between about 900 and 2300 s at 68 percent, or between about 600 and 4000 s at 95 percent. This prediction matters because a line of ln t against 1/T can be drawn through any two points. The dataset gives a slope, but it cannot show that the law is Arrhenius. A third anneal at 400 °C would test the law, although agreement within so wide a range would not prove it. An onset time far outside the range would speak against a single pair E, t₀, or against the assumed errors.

**The heating ramp**

The solution counts time from the moment the plateau is reached, yet blisters also grow during heating. Let the temperature rise at a constant rate b. The progress made on the way up to T equals that of an extra hold time θ at T:

θ = (1/b) ∫ exp[−(E/k_B)(1/T′ − 1/T)] dT′,

where T′ runs from room temperature to T. Most of the integral comes from just below T, where 1/T′ − 1/T ≈ (T − T′)/T². The integrand is then a simple exponential of width k_B T²/E, about 23 K at 500 °C. This is small compared with the whole ramp, so the lower limit may be moved to −∞:

θ ≈ k_B T²/(E b).

At 50 K/s this gives 0.41 s for the 450 °C anneal and 0.46 s for the 500 °C anneal. Numerical integration from 25 °C gives 0.39 s and 0.44 s. The extra times are similar, but one is added to 100 s and the other to 10 s. The true ratio of effective times is therefore smaller than 10, and the simple formula overestimates E.

Since θ itself depends on E, the corrected energy must satisfy

E = k_B ln[(t₁ + θ₁)/(t₂ + θ₂)]/D.

With the same ramp rate for both anneals, the solution is 2.18 eV at 50 K/s and 2.03 eV at 10 K/s. The fast ramp is a minor correction. The slower one shifts E by almost 0.2 eV, about as much as the random error, and in a known direction.

**A weak temperature dependence in the prefactor**

The derivation also took the threshold x_c to be independent of temperature. Suppose instead that a blister needs a fixed gas pressure in a fixed cavity volume. For an ideal gas the required amount of hydrogen is proportional to 1/T. Dense hydrogen in a cavity need not be ideal: the volume taken up by the molecules themselves makes the required amount less sensitive to temperature. The correction found here is therefore that of the ideal gas only. If x is that amount and grows at a constant rate, with barrier H, then

t = (C/T) exp(H/(k_B T)),

where C is a constant. The logarithm of the ratio is now

ln(t₁/t₂) = ln(T₂/T₁) + H D/k_B,

and therefore

H = E − k_B ln(T₂/T₁)/D = 2.219 − 0.064 = 2.15 eV.

For close temperatures ln(T₂/T₁) ≈ (T₂ − T₁)/T and D ≈ (T₂ − T₁)/T², so the correction is about k_B T. It lies well within the random error.

**Why the energy is called apparent**

The fitted energy need not be the barrier of one atomic step. Consider a hydrogen atom that is free to move but can be caught by a trap. When free, it hops onward at rate h or is caught at rate c. When trapped, it escapes at rate r. Let τ_F and τ_T be the mean times until it moves onward, starting free or trapped:

τ_F = 1/(h + c) + [c/(h + c)] τ_T, τ_T = 1/r + τ_F.

Multiply the first equation by h + c and insert the second:

(h + c) τ_F = 1 + c/r + c τ_F.

The terms c τ_F cancel, which leaves

τ_F = (1 + K)/h, K = c/r.

Take h proportional to exp(−E_m/(k_B T)), c = w h and r = h exp(−E_b/(k_B T)), where E_m is the migration barrier, E_b the trap binding energy and w a constant. Then K = w exp(E_b/(k_B T)). With β = 1/(k_B T), the local apparent energy is

d(ln τ_F)/dβ = E_m + (dK/dβ)/(1 + K) = E_m + E_b K/(1 + K).

For K ≪ 1 traps hardly matter and the energy tends to E_m. For K ≫ 1 it tends to E_m + E_b. Take the round values E_m = 0.5 eV and w = 0.001. Binding of 1.7 eV gives K ≈ 3 × 10⁸ midway between the anneals in 1/T, and an apparent energy of 2.20 eV. With E_b = 0.4 eV, K is 0.5 and the apparent energy is 0.63 eV, which is neither E_m nor the sum.

If such transport set the pace of blistering, strong trapping could produce the slope found here. The binding energy was chosen to show this, so the agreement is no evidence for the mechanism. The constant w also assumes that enough traps stay empty, which need not hold in a layer implanted with much hydrogen. Once strong traps are full, the excess hydrogen moves with an energy near E_m, and this explanation of the slope fails. Two onset times cannot separate E_m from E_b.

**Beside a real anneal**

Hydrogen implantation followed by annealing is used to split thin layers from silicon wafers, and temperatures of roughly 400 to 500 °C are ordinary for it. On a free surface the cavities make blisters; under a well-bonded stiff wafer they can link up and split off a layer instead. The onset time also depends on dose, implant energy and doping, so the energy found here belongs to one implant and one criterion for a visible blister. A real heater also breaks the isothermal assumption. With equal ramp rates for both anneals, this raises the fitted E by 0.04 eV at 50 K/s and by 0.19 eV at 10 K/s, and by much more for slower ramps: about 0.8 eV at 2 K/s and 1.4 eV at 1 K/s. The hotter sample spends an extra time (T₂ − T₁)/b above 450 °C on its way up, so a positive E needs t₁ > t₂ + (T₂ − T₁)/b, or b > 0.56 K/s. With slower heating, such as a furnace ramp of some kelvin per minute, no single activation energy fits these two times in this model. Loss of hydrogen through the surface and a change of the controlling process between the two temperatures are not included, and their effect on E has not been estimated. The numerical output below lists the values used.

Table of computed values

```
Boltzmann constant: 8.617333e-05 eV/K
T1, T2: 723.15, 773.15 K
onset times t1, t2: 100, 10 s
ln(t1/t2): 2.3026
1/T1, 1/T2: 1.382839e-03, 1.293410e-03 1/K
D = 1/T1 - 1/T2: 8.9429e-05 1/K
apparent energy E: 2.219 eV = 3.555e-19 J
wrong E with Celsius in formula: 0.893 eV
E/(kB T1): 35.60
prefactor t0: 3.44e-14 s
t0, 16-84 percent range: 7.2e-16 to 9.7e-13 s
predicted onset at 400 C (673.15 K): 1408 s
400 C, 16-84 percent range: 946 to 2221 s
barrier put into growth laws: 2.000 eV
recovered, linear growth: 2.0000 eV
recovered, slowing growth: 2.0000 eV
recovered, autocatalytic growth: 2.0000 eV
time error: 10 percent each
temperature error: 3 K each
dE from times: 0.136 eV
dE from temperatures: 0.189 eV
dE combined, linear: 0.233 eV
dE combined, sampled: 0.238 eV
E shift, common +10 K offset: +0.060 eV
same shift, linear formula: +0.059 eV
ramp start: 298.15 K; rates: 50, 10 K/s
extra time at T1, 50 K/s: 0.385 s
  leading estimate: 0.406 s
extra time at T2, 50 K/s: 0.439 s
  leading estimate: 0.464 s
E corrected for 50 K/s ramp: 2.180 eV
E corrected for 10 K/s ramp: 2.033 eV
excess of E from 1/T factor: 0.0644 eV
  from integrated growth: 0.0644 eV
barrier after removing 1/T factor: 2.154 eV
trap model Em: 0.5 eV, w: 0.001, T_mid: 747.31 K
Eb = 1.7 eV: K at T_mid = 2.91e+08
  apparent energy, linear solve: 2.2000 eV
  apparent energy, formula: 2.2000 eV
Eb = 0.4 eV: K at T_mid = 0.498
  apparent energy, linear solve: 0.6333 eV
  apparent energy, formula: 0.6330 eV
```
